# Oriani's Effective Hydrogen Diffusivity with Saturable Traps in Local Equilibrium

A membrane 1 mm thick, free of hydrogen at first, is exposed to hydrogen on one face at 400 K while the other face is kept hydrogen-free. Plot the hydrogen that has left through the far face against time, and extend the final straight line back to zero: the intercept is the time lag. In the model treated below the lag is 30 s for a perfect lattice. Add one trap of depth 0.40 eV for every ten thousand lattice sites, and it becomes 362 s when one lattice site in $10^8$ is occupied at the inlet, but 39 s when one in $10^3$ is. So few traps can slow hydrogen twelvefold, and more hydrogen nearly removes the effect. Both facts follow from one formula for the diffusivity.

## Assumptions and notation

Lattice sites have density $N_L$, and a fraction $\theta_L$ of them is occupied. Trap sites have density $N_T$ and occupied fraction $\theta_T$. The concentrations are

$$C_L=N_L\theta_L,\qquad C_T=N_T\theta_T,\qquad C=C_L+C_T .$$

A trapped atom lies lower in energy than a lattice atom by the binding energy $E_b>0$. Define $K=e^{E_b/k_BT}$. Lengths are in metres, times in seconds and energies in electronvolts. The assumptions are these.

- **A1.** Each site, lattice or trap, holds at most one atom. There is no other interaction between hydrogen atoms.
- **A2.** Lattice sites are equivalent, and traps are side sites that leave the hop rates between lattice sites unchanged.
- **A3.** Traps are immobile, of one kind, and dilute, $N_T\ll N_L$, so that no atom hops from trap to trap.
- **A4.** The lattice is dilute, $\theta_L\ll1$. The traps may have any occupancy.
- **A5.** Temperature and trap density are uniform.
- **A6.** Trap and lattice occupancies are in equilibrium with each other at each place, although $C$ varies from place to place.

**Theorem (Oriani).** Under A1–A6 the total concentration obeys

$$\frac{\partial C}{\partial t}=\nabla\cdot(D_{\rm eff}\nabla C),\qquad D_{\rm eff}=\frac{D_L}{1+\beta},\qquad \beta=\frac{N_T}{N_L}\frac{K}{(1+K\theta_L)^2},$$

where $D_L$ is the diffusivity of the trap-free lattice. Equivalently,

$$D_{\rm eff}=\frac{D_L\,C_L}{C_L+C_T(1-\theta_T)} .$$

## Lemma 1: the flux is carried by lattice hydrogen

**Lemma 1.** To leading order in the gradient, $J=-D_L\nabla C_L$.

*Proof.* Let $n_i$ be 1 if lattice site $i$ is occupied and 0 if not, and let $\Gamma$ be the rate of hopping to a given empty neighbour. A hop from $i$ to $j$ needs $i$ full and $j$ empty. The mean net rate from $i$ to $j$ is therefore

$$\Gamma\langle n_i(1-n_j)\rangle-\Gamma\langle n_j(1-n_i)\rangle
=\Gamma\big(\langle n_i\rangle-\langle n_j\rangle\big),$$

because $\langle n_in_j\rangle$ appears in both terms and cancels. No statistical independence of the two sites was assumed.

Take a simple cubic lattice of spacing $a_0$. A plane of sites normal to $x$ has $N_La_0$ sites per unit area, so the flux between neighbouring planes is

$$J=N_La_0\Gamma\,[\theta_L(x)-\theta_L(x+a_0)]\simeq-N_La_0^2\Gamma\,\frac{\partial\theta_L}{\partial x}=-D_L\frac{\partial C_L}{\partial x},\qquad D_L=\Gamma a_0^2 .$$

The minus sign states that hydrogen moves towards lower lattice occupancy. A side trap returns each atom to the lattice site it came from (A2), and no atom hops from trap to trap (A3), so traps add no path of their own. $\square$

## Lemma 2: the trap isotherm

**Lemma 2.** In local equilibrium,

$$\frac{\theta_T}{1-\theta_T}=K\frac{\theta_L}{1-\theta_L},\qquad
\frac{d\theta_T}{d\theta_L}=\frac{K}{(1-\theta_L+K\theta_L)^2}.$$

*Proof.* Placing $n$ atoms on $M$ sites of energy $\varepsilon$ can be done in $M!/[n!(M-n)!]$ ways. For large numbers, Stirling's formula gives the free energy

$$F=n\varepsilon+k_BT\,[\,n\ln n+(M-n)\ln(M-n)-M\ln M\,].$$

Its derivative with respect to $n$ is the chemical potential. The terms $+1$ and $-1$ from differentiating the two logarithms cancel, leaving

$$\mu=\varepsilon+k_BT\ln\frac{n}{M-n}=\varepsilon+k_BT\ln\frac{\theta}{1-\theta}.$$

Set $\varepsilon=0$ for the lattice and $\varepsilon=-E_b$ for traps. Atoms exchange until the two potentials are equal:

$$\ln\frac{\theta_L}{1-\theta_L}=-\frac{E_b}{k_BT}+\ln\frac{\theta_T}{1-\theta_T}.$$

Moving the energy to the left and exponentiating gives the first claim. Solved for the trap occupancy, it reads

$$\theta_T=\frac{K\theta_L}{1+(K-1)\theta_L}.$$

The quotient rule gives the numerator $K[1+(K-1)\theta_L]-K\theta_L(K-1)=K$ over the squared denominator, which is the second claim. $\square$

For a dilute lattice the denominator $1+K\theta_L-\theta_L$ may be replaced by $1+K\theta_L$, with a relative error below $\theta_L$. Then

$$\theta_T=\frac{K\theta_L}{1+K\theta_L},\qquad 1-\theta_T=\frac1{1+K\theta_L}. \tag{1}$$

A dilute lattice does not imply empty traps: $K\theta_L$ can be large while $\theta_L$ is small.

**Remark.** If an atom has vibrational partition function $z_T$ in a trap and $z_L$ on the lattice, each potential gains a term $-k_BT\ln z$, and $K$ becomes $(z_T/z_L)e^{E_b/k_BT}$. The binding energy is then replaced by a binding free energy. The example takes $z_T=z_L$.

## Proof of the theorem

Exchange between lattice and traps moves atoms but does not create them. With Lemma 1,

$$\frac{\partial}{\partial t}(C_L+C_T)=-\nabla\cdot J=D_L\nabla^2C_L. \tag{2}$$

By A6, $C_T$ is a function of $C_L$ alone, and by A5 it is the same function everywhere. Its slope follows from Lemma 2 in the dilute form:

$$\beta\equiv\frac{dC_T}{dC_L}=\frac{N_T}{N_L}\frac{d\theta_T}{d\theta_L}=\frac{N_T}{N_L}\frac{K}{(1+K\theta_L)^2}.$$

Hence $\nabla C=\nabla C_L+\nabla C_T=(1+\beta)\nabla C_L$, and

$$J=-D_L\nabla C_L=-\frac{D_L}{1+\beta}\nabla C .$$

Inserted in the conservation law, this is the stated diffusion equation. For the second form of $D_{\rm eff}$, equation (1) gives

$$\frac{C_T}{C_L}(1-\theta_T)=\frac{N_T}{N_L}\frac{K}{1+K\theta_L}\cdot\frac{1}{1+K\theta_L}=\beta,$$

and multiplying numerator and denominator of $D_L/(1+\beta)$ by $C_L$ completes the proof. $\square$

**Meaning.** If a small amount of hydrogen is added at some place, a fraction $1/(1+\beta)$ of it stays on the lattice and raises the gradient that drives the flux. The rest goes into traps. The factor $1-\theta_T$ appears because full traps cannot take a share of the addition.

**Position of $D_{\rm eff}$.** When traps are partly filled, $D_{\rm eff}$ varies in space and must stand inside the divergence. For the lattice concentration the chain rule in (2) gives $(1+\beta)\,\partial C_L/\partial t=D_L\nabla^2C_L$, where the same factor stands outside.

## Limits

**Empty traps,** $K\theta_L\ll1$. Here

$$D_{\rm eff}=\frac{D_L}{1+(N_T/N_L)\,e^{E_b/k_BT}}. \tag{3}$$

This is the reduction by trap density and the exponential of the binding energy. If also $(N_T/N_L)K\gg1$, it becomes the pure exponential law

$$D_{\rm eff}\simeq D_L\frac{N_L}{N_T}e^{-E_b/k_BT}.$$

The arrangement of the traps does not enter (3). As an illustration, let one atom hop on a ring of 40 sites with three side traps at unequal distances and $K=200$. Formula (3) gives $D_{\rm eff}/D_L=1/(1+200\times3/40)=1/16=0.0625$. Diagonalizing the matrix of hop rates and reading the diffusivity from the decay of a long wave also gives 0.0625.

**Full traps,** $K\theta_L\gg1$. Now $\beta\simeq(N_T/N_L)K/(K\theta_L)^2$, which falls as the inverse square of the lattice occupancy, and $D_{\rm eff}\to D_L$. Mostly full traps are not sufficient for this. The condition $\beta\ll1$ requires

$$K\theta_L\gg\sqrt{(N_T/N_L)K},$$

which is the stricter demand when trapping is strong.

**Apparent activation energy.** Let $D_L=D_0e^{-E_m/k_BT}$ with constant $D_0$ and migration energy $E_m$, and let the traps be empty. With $y=1/k_BT$,

$$\ln D_{\rm eff}=\ln D_0-E_my-\ln\!\Big(1+\frac{N_T}{N_L}e^{E_by}\Big),$$

$$E_{\rm app}\equiv-\frac{d\ln D_{\rm eff}}{dy}=E_m+E_b\frac{\beta}{1+\beta}. \tag{4}$$

As long as $K\theta_L\ll1$, it runs from $E_m+E_b$ in the cold to $E_m$ when trapping is weak, so an Arrhenius plot is curved between the two. At fixed $\theta_L$ cooling eventually fills the traps. The trap term in (4) then carries the extra factor $(1-K\theta_L)/(1+K\theta_L)$, which changes sign at $K\theta_L=1$, and $E_{\rm app}$ returns to $E_m$ once $\beta\ll1$.

## Proposition 1: how rapid the exchange must be

Assumption A6 can be examined by giving the traps a finite rate. Let $p$ be the rate of escape from a trap, and take mean-field kinetics for a dilute lattice,

$$\frac{\partial\theta_T}{\partial t}=p\,[K\theta_L(1-\theta_T)-\theta_T]. \tag{5}$$

The capture coefficient must be $pK$ for the stationary state to agree with (1).

**Proposition 1.** Let $r=p(1+K\theta_L)$ and $s_0=D_{\rm eff}q^2$. If $s_0\ll r$, a small wave of wavenumber $q$ on a uniform background decays at the rate

$$s\simeq s_0\Big(1-\frac{\beta}{1+\beta}\frac{s_0}{r}\Big).$$

*Proof.* Write $\ell=\delta\theta_L$ and $\tau=(N_T/N_L)\,\delta\theta_T$ for the deviations. Linearizing (5) gives

$$\dot\tau=\frac{N_T}{N_L}pK(1-\theta_T)\,\ell-p(1+K\theta_L)\,\tau .$$

By (1), $pK(1-\theta_T)=pK/(1+K\theta_L)=rK/(1+K\theta_L)^2$, so $\dot\tau=r(\beta\ell-\tau)$. Equation (2), divided by $N_L$, gives $\dot\ell+\dot\tau=-D_Lq^2\ell$. For a decay $e^{-st}$ these become

$$\tau=\frac{r\beta}{r-s}\,\ell,\qquad s\Big(1+\frac{r\beta}{r-s}\Big)=D_Lq^2 .$$

For $s\ll r$, expand $r/(r-s)\simeq1+s/r$:

$$s(1+\beta)+\frac{\beta s^2}{r}=D_Lq^2=(1+\beta)s_0 .$$

Put $s=s_0(1-\epsilon)$ and keep first order in $\epsilon$ and $s_0/r$. Then $(1+\beta)s_0\epsilon=\beta s_0^2/r$, which is the claimed correction. $\square$

"Rapid" thus means that the traps relax much faster than hydrogen diffuses over the length of interest. The decay is slower than $s_0$ because the traps release their hydrogen late. Near a sharp front, where $D_{\rm eff}q^2$ is comparable with $r$, the theorem fails unless $\beta\ll1$ at every occupancy within the front, so that the traps take only a small share of the hydrogen. For a front entering empty traps this means $(N_T/N_L)K\ll1$; a small $\beta$ at the inlet is not enough.

## Proposition 2: the permeation time lag

Let a membrane $0<x<L$ be empty at $t=0$. From then on the lattice concentration is $C_0=N_L\theta_0$ at $x=0$ and zero at $x=L$. Let $a=K\theta_0$.

**Proposition 2.** The steady flux is $D_LC_0/L$, as without traps, and the time lag is

$$t_{\rm lag}=\frac{L^2}{D_L}\Big[\frac16+\frac{N_T}{C_0}\,g(a)\Big],\qquad g(a)=\frac12+\frac1a-\frac{(1+a)\ln(1+a)}{a^2}.$$

*Proof.* Multiply (2) by $x$ and integrate by parts:

$$\frac{d}{dt}\int_0^L xC\,dx=D_LL\,\frac{\partial C_L}{\partial x}\Big|_{L}-D_L\,[C_L(L)-C_L(0)]=-LJ_{\rm out}+D_LC_0 .$$

Integrating from time zero, when $C=0$, gives the amount $Q$ that has left per unit area:

$$Q(t)=\frac{D_LC_0}{L}\,t-\frac1L\int_0^LxC\,dx .$$

At late times $C$ is steady and $Q$ is a straight line. Its slope is the steady flux, and its zero lies at

$$t_{\rm lag}=\frac1{D_LC_0}\int_0^LxC_{\rm steady}\,dx .$$

In the steady state (2) reduces to $\nabla^2C_L=0$, so $C_L=C_0u$ with $u=1-x/L$, and (1) gives $\theta_T=au/(1+au)$. The lattice part of the integral is $C_0L^2\int_0^1(1-u)u\,du=C_0L^2/6$. The trap part is $N_TL^2g$ with

$$g=\int_0^1(1-u)\frac{au}{1+au}\,du=\frac12-\int_0^1\frac{1-u}{1+au}\,du .$$

Since $1-u=(1+1/a)-(1+au)/a$, the last integral is $(1+1/a)\ln(1+a)/a-1/a$, which yields the stated $g$. $\square$

For $a\ll1$ the integrand of $g$ is $(1-u)au$, so $g\simeq a/6$. As $N_Ta/C_0=(N_T/N_L)K$, the lag becomes $L^2/(6D_{\rm eff})$ with $D_{\rm eff}$ from (3). For $a\gg1$, $g\to1/2$ and the traps add $N_TL^2/(2D_LC_0)$: they must be filled once, and a richer supply fills them sooner.

**What the lag cannot show.** The proof used the steady state of (5), but not its rate. The lag is therefore the same for slow traps, provided the record is followed for times long compared with $1/p$, and agreement with it does not establish local equilibrium. Take $a=2$ and $N_T/C_0=3$. Then $g=1-\tfrac34\ln3=0.176$ and $D_Lt_{\rm lag}/L^2=0.695$. Integrating (2) and (5) on a grid of 80 cells with an implicit solver gives 0.695 both for $pL^2/D_L=10^4$ and for $pL^2/D_L=1$. Much slower traps can hide the final line. While they are still nearly empty they lower the outgoing flux only by the fraction $(N_T/C_0)\,a\,(pL^2/D_L)/6$, which is 1% for $pL^2/D_L=0.01$. The flux then looks steady early, and a line drawn at that stage gives nearly the trap-free value $1/6$.

The transient profiles do differ. At $D_Lt/L^2=0.2$ the fast-trap profile of $C$ lies within $0.0003\,C_0$ of the solution of the theorem's diffusion equation on the same grid. The slow-trap profile departs from it by up to $1.1\,C_0$, to be compared with the equilibrium inlet value $C_0(1+3\times\tfrac23)=3C_0$.

## The example in numbers

The parameters are round model values: $D_0=10^{-7}$ m²/s, $E_m=0.10$ eV, $E_b=0.40$ eV, $N_T/N_L=10^{-4}$ and $L=1$ mm. At 400 K, $k_BT=0.03447$ eV, so

$$K=e^{0.40/0.03447}=1.096\times10^5,\qquad \frac{N_T}{N_L}K=10.96,$$

$$D_L=10^{-7}e^{-0.10/0.03447}=5.50\times10^{-9}\ \text{m}^2/\text{s}.$$

Traps are rare by a factor $10^4$, but each is favoured by a factor $10^5$. Nearly empty traps therefore hold, in total, eleven atoms for each one on the lattice, and (3) gives $D_{\rm eff}=D_L/11.96=4.60\times10^{-10}$ m²/s.

The effect of filling is:

| $\theta_L$ | $\theta_T$ | $\beta$ | $D_{\rm eff}/D_L$ | $t_{\rm lag}$ for $\theta_0=\theta_L$ (s) |
|---|---|---|---|---|
| $10^{-8}$ | 0.0011 | 10.9 | 0.084 | 362 |
| $10^{-5}$ | 0.523 | 2.49 | 0.286 | 251 |
| $10^{-3}$ | 0.991 | 0.0009 | 0.999 | 38.8 |

In the middle row $K\theta_L=1.096$, so $\beta=10.96/2.096^2=2.49$. The ratio $C_T/C_L$ is 5.23, so $C_L/C=1/6.23=0.16$, yet $D_{\rm eff}/D_L$ is 0.286. The difference is the factor $1-\theta_T$: about half the traps are closed to added atoms.

The lag belongs to the whole membrane, not to the inlet value of $D_{\rm eff}$. With $L^2/D_L=182$ s and $g(1.096)=0.121$, the middle row gives $182\,(0.167+10\times0.121)\simeq251$ s. Using the inlet diffusivity in $L^2/(6D_{\rm eff})$ would give 106 s. In the last row $D_{\rm eff}$ at the inlet is within 0.1% of $D_L$, but the lag is still 28% above the trap-free 30.3 s, because the traps had to be filled from empty.

For the rate of exchange, let the barrier out of a trap reach the height of the lattice barrier, with an attempt frequency of $10^{13}$ s⁻¹. Then $p=10^{13}e^{-0.50/0.03447}=5.0\times10^6$ s⁻¹. For nearly empty traps and $q=\pi/L$, $s_0=4.6\times10^{-10}\,(\pi/10^{-3})^2=4.5\times10^{-3}$ s⁻¹, and the relative correction of Proposition 1 is $8\times10^{-10}$. Local equilibrium is lost for features with $1/q$ near $\sqrt{D_{\rm eff}/p}\simeq10$ nm, far below the membrane thickness. Both figures are orders of magnitude: the mean-field rate (5) ignores recapture of an atom that has just escaped, and 10 nm spans only a few trap spacings.

With empty traps, temperature acts as follows:

| $T$ (K) | $(N_T/N_L)K$ | $D_{\rm eff}$ (m²/s) | exponential law (m²/s) | $E_{\rm app}$ (eV) |
|---|---|---|---|---|
| 300 | 524 | $3.98\times10^{-12}$ | $3.98\times10^{-12}$ | 0.499 |
| 400 | 11.0 | $4.60\times10^{-10}$ | $5.02\times10^{-10}$ | 0.467 |
| 500 | 1.08 | $4.73\times10^{-9}$ | $9.12\times10^{-9}$ | 0.307 |
| 600 | 0.229 | $1.18\times10^{-8}$ | $6.31\times10^{-8}$ | 0.175 |

The pure exponential law exceeds (3) by the factor $(1+\beta)/\beta$. At 300 K this is 1.002. At 600 K it is 5.4, and the law then gives more than $D_L=1.45\times10^{-8}$ m²/s itself, which traps cannot do. Cooling also makes the condition of empty traps harder to meet: at 300 K, $K=5.2\times10^6$, and $\theta_L$ must be well below $1/K=1.9\times10^{-7}$.

## Where the assumptions matter

With several independent kinds of trap, $C_T$ is a sum, so $\beta$ is the sum of the separate slopes and the theorem keeps its form. In a temperature gradient A5 fails: $\nabla C$ gains a term $(\partial C_T/\partial T)\nabla T$ even where $C_L$ is uniform, so the flux is no longer proportional to $\nabla C$. If traps are close enough for direct hops between them, Lemma 1 misses a path. The error can be large when such traps form connected chains through the material. Proposition 2 also assumes that the inlet concentration is established at once and that the far face removes hydrogen freely. Slow surface reactions or oxide layers on a real membrane change both the lag and the steady flux.

Numerical values quoted here were computed with a short program.
